# Errors of special-point zone averages for the fcc lattice: a program that tests the result

```python
# Chadi-Cohen special points of the fcc lattice (cube edge a).
# Lattice vectors R=(a/2)n, n1+n2+n3 even; k in units 2pi/a, so k.R = pi k.n.
# Star function A_n(k) = sum of exp(i k.R) over the O_h orbit of n (N_n members).
# Residual S_n = sum_i w_i A_n(k_i).  Result under test:
#   pair:       S_n/N_n = (-1)^((n1+n2+n3)/4) if 4 divides all n_j, else 0;
#   ten points: same with 8.  First failures: R=(2a,0,0) and R=(4a,0,0), S=-6.
# Example: rock-salt model, on-site +-Delta, hopping t, h=-2t sum_j cos(pi k_j),
# lower band E=-sqrt(Delta^2+h^2) = sum_n f_n exp(i pi k.n).
# k-points are stored as integer triples in units of 1/8.
import itertools as it
from fractions import Fraction as Fr
import numpy as np

ops = [(p, s) for p in it.permutations(range(3)) for s in it.product((1, -1), repeat=3)]
act = lambda o, v: tuple(o[1][j] * v[o[0][j]] for j in range(3))
star = lambda n: np.array(sorted({act(o, n) for o in ops}))
def A(n, k8):
    z = np.exp(1j * np.pi * (star(n) @ np.array(k8)) / 8).sum()
    assert abs(z.imag) < 1e-11
    return z.real
S = lambda n, pts: sum(float(w) * A(n, k) for k, w in pts.items())
def rule(n, M):
    return (-1) ** (sum(n) // M) if all(x % M == 0 for x in n) else 0
def canon(v):  # representative modulo the bcc reciprocal lattice
    return min(tuple(x % 16 for x in v), tuple((x + 8) % 16 for x in v))
orbit = lambda v: frozenset(canon(act(o, v)) for o in ops)
clean = lambda x: round(x, 6) + 0.0
n2 = lambda n: sum(x * x for x in n)

pair = {(6, 2, 2): Fr(3, 4), (2, 2, 2): Fr(1, 4)}
ten = {k: Fr(w, 32) for k, w in {(7, 3, 1): 6, (7, 1, 1): 3, (5, 5, 1): 3, (5, 3, 3): 3,
       (5, 3, 1): 6, (5, 1, 1): 3, (3, 3, 3): 1, (3, 3, 1): 3, (3, 1, 1): 3, (1, 1, 1): 1}.items()}
assert sum(pair.values()) == 1 and sum(ten.values()) == 1

# stars, checked against the lattice built from primitive vectors
CUT = 200
stars = sorted((n for n in it.product(range(15), repeat=3) if n[0] >= n[1] >= n[2]
                and sum(n) % 2 == 0 and 0 < n2(n) <= CUT), key=lambda n: (n2(n), n))
prim = {(j + k, i + k, i + j) for i, j, k in it.product(range(-13, 14), repeat=3)}
assert {v for v in prim if 0 < n2(v) <= CUT} == {tuple(m) for n in stars for m in star(n).tolist()}

# explicit star sums against the closed forms
q = (1, 1, 1)
kgen = (1.3, 0.7, -2.9)
for n in stars:
    N = len(star(n))
    s2, s10 = S(n, pair), S(n, ten)
    assert abs(s2 / N - rule(n, 4)) < 1e-12 and abs(s10 / N - rule(n, 8)) < 1e-12
    br = (1 + sum((-1) ** x for x in n)) / 4 * np.prod(np.cos(np.pi * np.array(n) / 4))
    assert abs(s2 / N - br) < 1e-12
    assert abs(s10 - s2 * np.prod(np.cos(np.pi * np.array(n) / 8))) < 1e-11
    cosform = np.mean([np.prod([np.cos(np.pi * kgen[j] * n[p[j]] / 8) for j in range(3)])
                       for p in it.permutations(range(3))])
    assert abs(A(n, kgen) / N - cosform) < 1e-12
for n in stars[:12]:  # doubling identity at generic points
    qg = (0.4, 2.1, 3.3)
    lhs = np.mean([A(n, np.add(kgen, act(o, qg))) for o in ops])
    assert abs(lhs - A(n, kgen) * A(n, qg) / len(star(n))) < 1e-11
for n in range(-40, 41):  # one-dimensional geometric sum
    g = np.mean([np.exp(1j * np.pi * v * n / 8) for v in range(1, 16, 2)])
    assert abs(g - rule((n, 0, 0), 8)) < 1e-12

print("k in 2pi/a, R=(a/2)n; pair k1=(3/4,1/4,1/4) w=3/4, k2=(1/4,1/4,1/4) w=1/4")
print("n  |R|^2/a^2  N  A(k1)  A(k2)  S_pair  S_ten (dimensionless)")
for n in stars[:8]:
    print(n, n2(n) / 4, len(star(n)), clean(A(n, (6, 2, 2))), clean(A(n, (2, 2, 2))),
          clean(S(n, pair)), clean(S(n, ten)))
a1, a2 = A((1, 1, 0), (6, 2, 2)), A((1, 1, 0), (2, 2, 2))
w1 = a2 / (a2 - a1)
assert abs(w1 - 0.75) < 1e-12
print("weight of k1 forced by star (1,1,0):", clean(w1))
for name, pts, M in (("pair", pair, 4), ("ten", ten, 8)):
    bad = [n for n in stars if abs(S(n, pts)) > 1e-9]
    assert bad[0] == (M, 0, 0) and [n for n in stars if n2(n) == M * M] == [bad[0]]
    below = [n for n in stars if n2(n) < M * M]
    print(f"{name}: first failure n={bad[0]}, |R|={np.sqrt(n2(bad[0]))/2:.0f} a; exact below it: "
          f"{len(below)} stars, {len({n2(n) for n in below})} lengths")
    print(f"{name}: failing n,S:", [(n, clean(S(n, pts))) for n in bad[:3]])

# unfolding: orbits tile the shifted mesh, weight = orbit size / mesh size
for name, pts, vals in (("pair", pair, range(2, 16, 4)), ("ten", ten, range(1, 16, 2))):
    mesh = {canon(v) for v in it.product(vals, repeat=3)}
    orbs = {k: orbit(k) for k in pts}
    assert set().union(*orbs.values()) == mesh and sum(map(len, orbs.values())) == len(mesh)
    assert all(Fr(len(orbs[k]), len(mesh)) == pts[k] for k in pts)
    assert all(sum(k) <= 12 and max(k) <= 8 for k in pts)  # inside the first zone
    print(f"{name}: mesh points {len(mesh)}, orbit sizes", [len(o) for o in orbs.values()])
gen = {}
for k, w in pair.items():  # doubling construction
    for o in ops:
        key = orbit(tuple(np.add(k, act(o, q)).tolist()))
        gen[key] = gen.get(key, 0) + w / 48
assert gen == {orbit(k): w for k, w in ten.items()}
print("classes generated from pair with q=(1/8,1/8,1/8):", len(gen))

# caveats: missing symmetry; Gamma-centred mesh
lone = sum(float(w) * np.cos(np.pi * (k[0] - k[1]) / 8) for k, w in pair.items())
assert abs(lone - 0.25) < 1e-12
print("pair on unsymmetrized cos(k.R), n=(1,-1,0):", clean(lone))
gmesh = {canon(v) for v in it.product(range(0, 16, 4), repeat=3)}
gam = {min(o): Fr(len(o), len(gmesh)) for o in {orbit(v) for v in gmesh}}
assert all(abs(S(n, gam) / len(star(n)) - abs(rule(n, 4))) < 1e-12 for n in stars)
assert len(gmesh) == 32 and len(gam) > len(pair)
print(f"Gamma mesh: {len(gmesh)} points, {len(gam)} irreducible, S(4,0,0)={clean(S((4,0,0), gam))}")

# worked example
Delta, t = 2.0, 1.0
print(f"model: Delta={Delta} eV, t={t} eV")
nbrs = star((1, 0, 0))
def hop(k8):
    return (-t * np.exp(1j * np.pi * (nbrs @ np.array(k8)) / 8).sum()).real
def band(k8):
    return np.linalg.eigvalsh([[Delta, hop(k8)], [hop(k8), -Delta]])[0]
print("8k  weight  A(4,0,0)  A(8,0,0)  h (eV)  E (eV)")
for pts in (pair, ten):
    for k, w in pts.items():
        print(k, w, clean(A((4, 0, 0), k)), clean(A((8, 0, 0), k)), f"{hop(k):.6f} {band(k):.6f}")

L = 10  # integer walk counts on the simple cubic lattice
W = np.zeros((2 * L + 1,) * 3, dtype=np.int64)
W[L, L, L] = 1
rng = range(-L, L + 1)
print("moment: exact (walks), pair, ten, in t^m")
for m in range(1, L + 1):
    W = sum(np.roll(W, s, ax) for ax in range(3) for s in (1, -1))
    if m % 2:
        continue
    vals = []
    for pts, M in ((pair, 4), (ten, 8)):
        v = sum(float(w) * (hop(k) / t) ** m for k, w in pts.items())
        sub = [x for x in rng if x % M == 0]
        pred = sum(rule(n, M) * int(W[n[0] + L, n[1] + L, n[2] + L]) for n in it.product(sub, repeat=3))
        assert abs(v - pred) < 1e-10 * pred
        if m < M:
            assert abs(v - W[L, L, L]) < 1e-8
        if m == M:
            assert abs(v - W[L, L, L] + 6) < 1e-8
        vals.append(v)
    if m <= 8:
        print(f"<h^{m}>: {W[L, L, L]}, {vals[0]:.3f}, {vals[1]:.3f}; W(4,0,0)={W[L+4, L, L]}, W(8,0,0)={W[L+8, L, L]}")

def Egrid(x):
    c = 2 * t * np.cos(np.pi * x)
    return -np.sqrt(Delta ** 2 + (c[:, None, None] + c[None, :, None] + c[None, None, :]) ** 2)
x, wq = np.polynomial.legendre.leggauss(96)
x, wq = (x + 1) / 2, wq / 2
NM = 32
B = np.cos(np.pi * np.outer(np.arange(NM + 1), x)) * wq
f = Egrid(x)
for _ in range(3):
    f = np.tensordot(f, B, axes=(0, 1))
f0 = f[0, 0, 0]
assert abs(f0 - Egrid(np.arange(64) / 32).mean()) < 1e-11  # periodic trapezoid rule
idx = np.indices(f.shape).sum(0)
assert np.abs(f[idx % 2 == 1]).max() < 1e-12  # only fcc vectors appear
print(f"zone average f0 = {f0:.8f} eV")
for n in ((4, 0, 0), (4, 4, 0), (4, 4, 4), (8, 0, 0), (8, 8, 0)):
    print(f"f{n} = {f[n]:.4e} eV; S f: pair {clean(S(n, pair))*f[n]+0.0:.4e} eV, "
          f"ten {clean(S(n, ten))*f[n]+0.0:.4e} eV")
err = {}
for name, pts, M in (("pair", pair, 4), ("ten", ten, 8)):
    val = sum(float(w) * band(k) for k, w in pts.items())
    sub = range(-NM, NM + 1, M)
    series = sum(rule(n, M) * f[abs(n[0]), abs(n[1]), abs(n[2])]
                 for n in it.product(sub, repeat=3) if any(n))
    err[name] = val - f0
    # coefficients decay at least as exp(-asinh(Delta/2t) n_max); cut at 32 leaves about 1e-12
    assert abs(err[name] - series) < 1e-9
    print(f"{name}: average {val:.8f} eV, error {err[name]:.6e} eV, series {series:.6e} eV")
assert abs(err["ten"]) < abs(err["pair"])
print(f"error ratio pair/ten = {err['pair']/err['ten']:.1f}; decay rate asinh(Delta/2t) = {np.arcsinh(Delta/(2*t)):.4f}")
print("success")
```

It prints:

```
k in 2pi/a, R=(a/2)n; pair k1=(3/4,1/4,1/4) w=3/4, k2=(1/4,1/4,1/4) w=1/4
n  |R|^2/a^2  N  A(k1)  A(k2)  S_pair  S_ten (dimensionless)
(1, 1, 0) 0.5 12 -2.0 6.0 0.0 0.0
(2, 0, 0) 1.0 6 0.0 0.0 0.0 0.0
(2, 1, 1) 1.5 24 0.0 0.0 0.0 0.0
(2, 2, 0) 2.0 12 0.0 0.0 0.0 0.0
(3, 1, 0) 2.5 24 4.0 -12.0 0.0 0.0
(2, 2, 2) 3.0 8 0.0 0.0 0.0 0.0
(3, 2, 1) 3.5 48 0.0 0.0 0.0 0.0
(4, 0, 0) 4.0 6 -6.0 -6.0 -6.0 0.0
weight of k1 forced by star (1,1,0): 0.75
pair: first failure n=(4, 0, 0), |R|=2 a; exact below it: 7 stars, 7 lengths
pair: failing n,S: [((4, 0, 0), np.float64(-6.0)), ((4, 4, 0), np.float64(12.0)), ((4, 4, 4), np.float64(-8.0))]
ten: first failure n=(8, 0, 0), |R|=4 a; exact below it: 39 stars, 29 lengths
ten: failing n,S: [((8, 0, 0), np.float64(-6.0)), ((8, 8, 0), np.float64(12.0)), ((8, 8, 8), np.float64(-8.0))]
pair: mesh points 32, orbit sizes [24, 8]
ten: mesh points 256, orbit sizes [48, 24, 24, 24, 48, 24, 8, 24, 24, 8]
classes generated from pair with q=(1/8,1/8,1/8): 10
pair on unsymmetrized cos(k.R), n=(1,-1,0): 0.25
Gamma mesh: 32 points, 6 irreducible, S(4,0,0)=6.0
model: Delta=2.0 eV, t=1.0 eV
8k  weight  A(4,0,0)  A(8,0,0)  h (eV)  E (eV)
(6, 2, 2) 3/4 -6.0 6.0 -1.414214 -2.449490
(2, 2, 2) 1/4 -6.0 6.0 -4.242641 -4.690416
(7, 3, 1) 3/16 0.0 -6.0 -0.765367 -2.141445
(7, 1, 1) 3/32 0.0 -6.0 -1.847759 -2.722905
(5, 5, 1) 3/32 0.0 -6.0 -0.317025 -2.024970
(5, 3, 3) 3/32 0.0 -6.0 -0.765367 -2.141445
(5, 3, 1) 3/16 0.0 -6.0 -1.847759 -2.722905
(5, 1, 1) 3/32 0.0 -6.0 -2.930151 -3.547645
(3, 3, 3) 1/32 0.0 -6.0 -2.296101 -3.045009
(3, 3, 1) 3/32 0.0 -6.0 -3.378493 -3.926094
(3, 1, 1) 3/32 0.0 -6.0 -4.460885 -4.888711
(1, 1, 1) 1/32 0.0 -6.0 -5.543277 -5.893040
moment: exact (walks), pair, ten, in t^m
<h^2>: 6, 6.000, 6.000; W(4,0,0)=0, W(8,0,0)=0
<h^4>: 90, 84.000, 90.000; W(4,0,0)=1, W(8,0,0)=0
<h^6>: 1860, 1464.000, 1860.000; W(4,0,0)=66, W(8,0,0)=0
<h^8>: 44730, 26256.000, 44724.000; W(4,0,0)=3220, W(8,0,0)=1
zone average f0 = -2.99620096 eV
f(4, 0, 0) = 1.6257e-03 eV; S f: pair -9.7544e-03 eV, ten 0.0000e+00 eV
f(4, 4, 0) = -1.9721e-04 eV; S f: pair -2.3665e-03 eV, ten 0.0000e+00 eV
f(4, 4, 4) = 2.0588e-04 eV; S f: pair -1.6471e-03 eV, ten 0.0000e+00 eV
f(8, 0, 0) = 5.3836e-06 eV; S f: pair 3.2301e-05 eV, ten -3.2301e-05 eV
f(8, 8, 0) = 5.3782e-07 eV; S f: pair 6.4538e-06 eV, ten 6.4538e-06 eV
pair: average -3.00972125 eV, error -1.352029e-02 eV, series -1.352029e-02 eV
ten: average -2.99623322 eV, error -3.225669e-05 eV, series -3.225669e-05 eV
error ratio pair/ten = 419.1; decay rate asinh(Delta/2t) = 0.8814
success
```
